\section*{Random Ligand Scrambling of M(NR2)4 with MX4: Why K = 36}

\section{Two metals in a flask}

A tetrakis(amide) M(NR$_2$)$_4$ is mixed with the halide MX$_4$ of the same metal. The ligands exchange, and mixed complexes appear even if no bond has become stronger. How far does this go when the ligands have no preference for their neighbours? Write A for NR$_2$. The quantity sought is the equilibrium constant of
\begin{equation}
\mathrm{MA_4+MX_4\rightleftharpoons 2\,MA_2X_2},\qquad
K=\frac{c_2^2}{c_4c_0},
\label{eq:K}
\end{equation}
where $c_n$ is the concentration of MA$_n$X$_{4-n}$. Equal numbers of molecules stand on both sides, so $K$ is dimensionless and needs no standard concentration. The complexes are taken to be monomeric and the solution ideal.

Start with just two metals, eight ligand sites, four A and four X. Let an M--A bond have energy $e_A$ and an M--X bond $e_X$, whatever else is bound to the metal. Every placement then has energy $4e_A+4e_X$, so all placements are equally probable. The two bond energies need not be equal; each has only to be independent of the neighbouring ligands. This is what having no preference for neighbours means here.

If the first metal holds $n$ ligands A, the second holds $4-n$, and the number of placements is
\begin{equation}
\binom4n\binom4{4-n}=1,\;16,\;36,\;16,\;1
\qquad(n=0,\dots,4),
\end{equation}
which adds up to 70. Two MA$_2$X$_2$ molecules arise in 36 ways. The pair MA$_4$ and MX$_4$ arises in 2 ways, since either metal may be the one that carries A. The ratio of probabilities is therefore $36/2=18$, not 36.

The missing factor of 2 lies in how a concentration quotient counts pairs. With $N_n$ the number of molecules MA$_n$X$_{4-n}$, the product $N_4N_0$ counts each unlike pair once, whereas $N_2(N_2-1)$ counts each like pair twice, once in each order. Averaged over the 70 placements,
\begin{equation}
\frac{\langle N_2(N_2-1)\rangle}{\langle N_4N_0\rangle}
=\frac{36\times2/70}{2\times1/70}=36 .
\end{equation}

\section{From two metals to many}

Now take $N$ metals, $a$ ligands A and $b=4N-a$ ligands X, with $a,b\ge4$. Choose an ordered pair of metals. They both hold two A in $6\times6$ ways, because $\binom42=6$. The first holds four A and the second none in one way. In both cases the remaining $4N-8$ sites receive $a-4$ ligands A, in the same number of ways. Summing over the $N(N-1)$ ordered pairs and dividing by all placements gives
\begin{equation}
\frac{\langle N_2(N_2-1)\rangle}{\langle N_4N_0\rangle}
=\frac{N(N-1)\,36\binom{4N-8}{a-4}}{N(N-1)\binom{4N-8}{a-4}}=36 .
\label{eq:finite}
\end{equation}
This holds for every such $N$ and $a$. Enumerating all 12870 placements for $N=4$, $a=8$ indeed gives 36.

A laboratory concentration, however, is a plain average $\langle N_n\rangle$ per volume. For one chosen metal with $n$ ligands A,
\begin{equation}
\langle N_n\rangle=N\binom4n\binom{4N-4}{a-n}\Big/\binom{4N}{a}.
\end{equation}
In the quotient of plain averages the prefactors leave $6^2=36$, and the remaining binomials give two ratios:
\begin{align}
\binom{4N-4}{a-2}\Big/\binom{4N-4}{a-4}&=\frac{b(b-1)}{(a-2)(a-3)},\\
\binom{4N-4}{a-2}\Big/\binom{4N-4}{a}&=\frac{a(a-1)}{(b-2)(b-3)} .
\end{align}
Their product yields
\begin{equation}
\frac{\langle N_2\rangle^2}{\langle N_4\rangle\langle N_0\rangle}
=36\,\frac{a(a-1)\,b(b-1)}{(a-2)(a-3)(b-2)(b-3)} .
\end{equation}
For $a=b=4$ this is $36\times(12/2)^2=1296$; for $a=b=8$ it is $36\times(56/30)^2=125.4$. Both agree with the enumeration. The excess comes from the fixed supply of ligands: placing A on one metal leaves fewer for the others. When $a$ and $b$ both grow large, the fraction tends to 1 and the quotient tends to 36. A macroscopic sample is in this limit.

\section{The macroscopic mixture, reached by exchange}

In a large sample let $p$ be the fraction of A among all ligands, and $x_n$ the share of metal present as MA$_n$X$_{4-n}$. Suppose each bound ligand is replaced at unit rate by one drawn at random from the whole mixture. A complex loses an A in favour of X at rate $n(1-p)$ and gains one at rate $(4-n)p$. The mean number of A per metal obeys
\begin{equation}
\frac{d\langle n\rangle}{dt}
=\sum_n\big[(4-n)p-n(1-p)\big]x_n
=4p-\langle n\rangle .
\end{equation}
Since $\langle n\rangle=4p$ at the start, it stays there, as conservation of ligands requires.

The species form a chain, $n=0,1,\dots,4$. In a steady state the net flow out of the end species $n=0$ must vanish, hence also the flow across the next link, and so on. Each link is balanced separately:
\begin{equation}
(4-n)p\,x_n=(n+1)(1-p)\,x_{n+1}
\;\Rightarrow\;
\frac{x_{n+1}}{x_n}=\frac{4-n}{n+1}\,\frac p{1-p}.
\end{equation}
Multiplying these ratios from $n=0$ upward and normalizing gives
\begin{equation}
x_n=\binom4n p^n(1-p)^{4-n}.
\label{eq:binomial}
\end{equation}
Insertion into Eq.~(\ref{eq:K}) removes the composition:
\begin{equation}
K=\frac{[6p^2(1-p)^2]^2}{p^4(1-p)^4}=36 .
\label{eq:thirtysix}
\end{equation}

Take 0.100 mol/L of each starting complex, so $p=1/2$. Integrating the exchange equations from the unmixed state leads to $c_4=c_0=0.0125$, $c_3=c_1=0.0500$ and $c_2=0.0750$ mol/L. Hence
\begin{equation}
K=\frac{0.0750^2}{0.0125\times0.0125}=36 .
\end{equation}
With 0.150 mol/L MA$_4$ and 0.050 mol/L MX$_4$, $p=3/4$ and the shares are $x_4=81/256$, $x_2=54/256$ and $x_0=1/256$. Again $K=54^2/81=36$, although $c_2$ has fallen to 0.0422 mol/L.

The large constant does not mean nearly complete conversion. At $p=1/2$ only 37.5\% of the metal is MA$_2$X$_2$; MA$_3$X and MAX$_3$ hold 25\% each. Since $p(1-p)\le1/4$, the share $6p^2(1-p)^2$ is largest at $p=1/2$, so no other composition does better in the random model. Suppose MA$_3$X and MAX$_3$ were left out and a share $y$ of the metal became MA$_2$X$_2$. Then $c_2=0.200\,y$ and $c_4=c_0=0.100(1-y)$ mol/L, and $K=36$ would require $2y/(1-y)=6$, or $y=0.75$. Ignoring the two odd species doubles the predicted yield.

\section{What may differ between the bonds}

Equal probability of placements was justified by bond energies alone. Molecules also translate, rotate and vibrate, and their masses differ. Let $q_n$ be the partition function per volume of MA$_n$X$_{4-n}$. Assume that the solvent shifts the free energy of every complex equally. In an ideal solution then $\mu_n=k_BT\ln(c_n/q_n)$, up to a constant common to all species. The equilibrium condition $2\mu_2=\mu_4+\mu_0$ becomes
\begin{equation}
\frac{c_2^2}{c_4c_0}=\frac{q_2^2}{q_4q_0}.
\label{eq:q}
\end{equation}

Treat each ligand as a classical point particle at distance $r_i$ from M, with potential energy $\sum_iu_i(r_i)+W(\text{angles})$. The stretching potential $u_i$ depends on the kind of ligand $i$ and grows without limit at large distance, as a harmonic one does, so that the ligand stays bound. The function $W$ is the same for A and X. The momentum integrals give one factor $(2\pi mk_BT/h^2)^{3/2}$ per particle. Combine this factor with the radial integral:
\begin{equation}
\lambda_L=\left(\frac{2\pi m_Lk_BT}{h^2}\right)^{3/2}
\int_0^\infty r^2e^{-u_L(r)/k_BT}\,dr,\qquad L=A,X .
\end{equation}
The angular integral $J$ is common to all $n$, as is the factor $g_M$ from the metal. Identical ligands require division by $n!\,(4-n)!$, so
\begin{equation}
q_n=\frac{g_MJ}{n!\,(4-n)!}\lambda_A^n\lambda_X^{4-n}
=\frac{g_MJ}{4!}\binom4n\lambda_A^n\lambda_X^{4-n}.
\label{eq:qn}
\end{equation}
Equation~(\ref{eq:q}) then gives
\begin{equation}
K=\frac{(6\lambda_A^2\lambda_X^2)^2}{\lambda_A^4\lambda_X^4}=36 .
\end{equation}
Bond energies, bond lengths, stretching constants and masses all cancel. For a real NR$_2$ group these assumptions are more demanding. Its internal motion must not depend on the other three ligands, and $W$ must still be the same function for amide and halide, although the two differ in size and shape. If the angle forces depend on which ligands are neighbours, $K$ can differ from 36 even with independent bond energies.

The cancellation can be watched in the rigid-rotor harmonic approximation. Take masses of 100, 40 and 30 u for M, A and X, bond lengths of 3.6 and 4.2 bohr, and stretching constants of 0.20 and 0.15 hartree/bohr$^2$ for A and X. All six angle bends have the constant 0.10 hartree/rad$^2$. The molecular masses are 260, 240 and 220 u, so translation alone contributes
\begin{equation}
\left(\frac{240^2}{260\times220}\right)^{3/2}=1.0105 .
\end{equation}
The moments of inertia contribute 0.9976 and the classical vibrations 0.9920. The product is $1.0105\times0.9976\times0.9920=1.0000$, and symmetry supplies the remaining 36.

Quantized vibrations spoil the factorization, because normal modes mix the ligands. For a mode with $u=\hbar\omega/k_BT$, the classical factor $1/u$ is replaced by $1/[2\sinh(u/2)]$. The two agree as $u\to0$, so the correction must vanish at high temperature. In this model $K$ is 35.96 at 100 K, 36.002 at 298.15 K and 36.0000 at 3000 K. The correction changes sign between the first two temperatures, but even at 100 K it is only about 0.1\% of $K$.

\section{The same factor as symmetry numbers}

The factor 36 can also be read from rotational symmetry. Label the four ligands. A tetrahedral complex then has two mirror-image arrangements that rotation cannot interconvert. The rigid-rotor integral covers all orientations of each, so $1/[n!(4-n)!]$ is multiplied by 2. This defines the symmetry number $\sigma_n$:
\begin{equation}
\frac1{\sigma_n}=\frac2{n!\,(4-n)!}
\;\Rightarrow\;\sigma_4=\sigma_0=12,\quad\sigma_2=2,
\end{equation}
and
\begin{equation}
K=\frac{\sigma_4\sigma_0}{\sigma_2^2}=\frac{12\times12}{2\times2}=36 .
\end{equation}
Placements and symmetry numbers are two accounts of one factor. Using both would count it twice.

A square-planar complex is a useful second case, because MA$_2$X$_2$ now has two isomers. Its frame has 8 rotations in three dimensions, so $\sigma_4=\sigma_0=8$, with $\sigma_{cis}=2$ and $\sigma_{trans}=4$. The number of placements belonging to an isomer is $8/\sigma$: four for cis and two for trans. The separate constants are $4^2=16$ and $2^2=4$. If $c_2$ denotes both isomers together, $K=(4+2)^2=36$. The two constants do not simply add, since the total concentration is squared.

\section{Thermodynamic reading}

In the classical independent-bond model $K$ does not depend on temperature. The van 't Hoff relation $d\ln K/dT=\Delta H^\circ/RT^2$ then gives $\Delta H^\circ=0$. Molar units are natural here:
\begin{align}
\Delta S^\circ&=R\ln36=29.8\ \mathrm{J\,mol^{-1}K^{-1}},\\
\Delta G^\circ&=-RT\ln36=-8.88\ \mathrm{kJ\,mol^{-1}}
\quad(298.15\ \mathrm K).
\end{align}
These refer to the reaction as written, forming two moles of MA$_2$X$_2$. Per reaction event the free energy is $-0.00338$ hartree. The driving force is the larger number of placements open to the mixed complex.

\section{When neighbours matter}

Now let ligands on the same metal interact in pairs, with energies $e_{AA}$, $e_{XX}$ and $e_{AX}$. Each complex has six pairs. MA$_4$ has six AA pairs and MX$_4$ six XX pairs, while MA$_2$X$_2$ has one AA, one XX and four AX pairs. The reaction energy is
\begin{align}
\Delta E&=2(e_{AA}+e_{XX}+4e_{AX})-6e_{AA}-6e_{XX}\nonumber\\
&=8e_{AX}-4e_{AA}-4e_{XX}=8w,\\
w&=e_{AX}-\tfrac12(e_{AA}+e_{XX}).
\end{align}
In a tetrahedron all placements of a given composition have the same pair energy, so each $q_n$ acquires one Boltzmann factor and
\begin{equation}
K=36\,e^{-8w/RT}.
\label{eq:w}
\end{equation}
The limit $w=0$ restores 36. At 298.15 K, $RT=2.479$ kJ/mol. A preference $w=-1$ kJ/mol gives $K=36\,e^{8/2.479}\approx907$, while $w=+1$ kJ/mol gives $K\approx1.43$.

The yield responds less. Set $e_{AA}=e_{XX}=0$ and mix A and X in equal amounts. MA$_n$X$_{4-n}$ has $n(4-n)$ AX pairs, and the symmetry between A and X makes their activities equal. Therefore
\begin{equation}
x_2=\frac{6e^{-4w/RT}}{2+8e^{-3w/RT}+6e^{-4w/RT}} .
\end{equation}
This is 37.5\% for $w=0$, 51\% for $w=-1$ kJ/mol and 21\% for $w=+1$ kJ/mol. It approaches 1 when $-w\gg RT$, where the last term of the denominator dominates.

Independence can also fail without a change in the minimum energies. Multiply every stretching constant in MA$_2$X$_2$ by $s$, leaving the other complexes as they were. A classical harmonic stretch contributes a factor proportional to $k^{-1/2}$, and two product molecules have eight such bonds. Thus $K=36\,s^{-8/2}=36\,s^{-4}$. For $s=0.9$ this is 54.9, which the classical normal-mode calculation confirms. Here quantization is not negligible: the stretches have $\hbar\omega$ of order $2k_BT$ at 298.15 K, softening them lowers the zero-point energy, and with quantized vibrations the same model gives about 62.

\section{Beside real amide halides}

Mixing a titanium or zirconium tetrakis(dimethylamide) with the corresponding tetrachloride is a practical route to mixed amide chlorides. A dimethylamide group weighs about 44 u and chlorine about 35 u, so the model ligand masses have a realistic size. The model metal mass of 100 u is close to zirconium (91 u) but about twice that of titanium (48 u); with titanium and these ligand masses the quantum correction at 100 K grows to about 0.4\%. One assumption that may fail is independence. An amide donates its nitrogen lone pair to the metal, and how strongly it does so can depend on the other ligands. Equation~(\ref{eq:w}) gives the scale: a reaction energy of only $-8$ kJ/mol, the case $w=-1$ kJ/mol, raises $K$ about 25-fold at room temperature. This figure is an illustration, not an estimate for a real complex: the non-additive energy of an amide chloride can be much larger than $RT\ln36=8.9$ kJ/mol, and the factor 36 is then only a minor part of the driving force. Chloride bridges, bound solvent and precipitation also take a real mixture outside the monomeric, ideal model. The value 36 is thus a statistical reference: for monomers in ideal solution, $-RT\ln(K/36)$ measures the part of the reaction free energy that random placement does not explain. The numerical output lists the concentrations and constants for the cases treated here.

\section*{Calculated quantities}
\begin{verbatim}
Random exchange; concentrations in mol/L
start: MA4 0.100, MX4 0.100; A fraction p = 0.50
  MX4    0.012500 mol/L, share of M 0.062500
  MAX3   0.050000 mol/L, share of M 0.250000
  MA2X2  0.075000 mol/L, share of M 0.375000
  MA3X   0.050000 mol/L, share of M 0.250000
  MA4    0.012500 mol/L, share of M 0.062500
  K(MA4 + MX4 = 2 MA2X2) = 36.000000
  K(MA4 + MX4 = MA3X + MAX3) = 16.000000
  K(MA4 + MA2X2 = 2 MA3X) = 2.666667
start: MA4 0.150, MX4 0.050; A fraction p = 0.75
  MX4    0.000781 mol/L, share of M 0.003906
  MAX3   0.009375 mol/L, share of M 0.046875
  MA2X2  0.042187 mol/L, share of M 0.210938
  MA3X   0.084375 mol/L, share of M 0.421875
  MA4    0.063281 mol/L, share of M 0.316406
  K(MA4 + MX4 = 2 MA2X2) = 36.000000
  K(MA4 + MX4 = MA3X + MAX3) = 16.000000
  K(MA4 + MA2X2 = 2 MA3X) = 2.666667
MA2X2 share if MA3X and MAX3 are wrongly ignored: 0.7500
Exhaustive placements: N metals, a ligands A
  N=2, a=4: 70 placements, pair ratio 36, ratio of plain averages 1296.000
  N=3, a=6: 924 placements, pair ratio 36, ratio of plain averages 225.000
  N=4, a=8: 12870 placements, pair ratio 36, ratio of plain averages 125.440
  N=4, a=6: 8008 placements, pair ratio 36, ratio of plain averages 144.643
tetrahedral: rotations 12, sigma(MA4) 12, sigma(MA2X2) [2]
  K per isomer [36.0], K for all isomers 36.0
square planar: rotations 8, sigma(MA4) 8, sigma(MA2X2) [2, 4]
  K per isomer [16.0, 4.0], K for all isomers 36.0
Model masses: M 100.0 u, A 40.0 u, X 30.0 u
Bond lengths: A 3.6, X 4.2 bohr
Stretch: A 0.2, X 0.15 hartree/bohr^2; bend 0.1 hartree/rad^2
Classical factors in K: translation 1.010508, rotation 0.997557,
  vibration 0.992025, symmetry 36.0; K = 36.00000
  K with quantized vibrations at 100.00 K: 35.96121
  K with quantized vibrations at 298.15 K: 36.00167
  K with quantized vibrations at 3000.00 K: 36.00004
  classical K, MA2X2 stretches scaled by s = 0.9: 54.8697
Pair preference at 298.15 K, RT = 2.4790 kJ/mol
  w = -1.0 kJ/mol: K = 907.4900, MA2X2 share at 1:1 = 0.5110
  w = +1.0 kJ/mol: K = 1.4281, MA2X2 share at 1:1 = 0.2142
ln K = 3.5835
Reaction entropy = 29.795 J/(mol K)
Reaction free energy at 298.15 K = -8.883 kJ/mol
  the same in hartree per reaction event: -0.003384
\end{verbatim}
